Fowler-Nordheim Gate-Oxide Current from WKB Tunnelling and Plasma Charging

When a gate wired to a large conductor is exposed to a plasma, a charging calculation must decide whether the gate oxide is a capacitor, whose voltage grows for as long as charge arrives, or a conductor that holds the voltage at a limit. The answer depends on how steeply the tunnelling current rises with field. A second decision follows: whether the prefactor of that current should contain the ratio of the electron masses in gate and oxide. Both are settled by deriving the current from the states that carry it.

Take a gate charged negatively, so that it emits electrons into the oxide. The gate is a free-electron metal with mass m_m and Fermi energy E_F above its band bottom, at zero temperature. The oxide has thickness t, an isotropic conduction-band mass m_ox and a uniform field. Let F be the field magnitude, J the magnitude of the current density, e > 0 the elementary charge and φ_B the energy of the oxide band edge above the Fermi level at the emitting interface. The image force, trapped charge and reflection at the far electrode are left out, and the states into which the electrons emerge are taken as empty. The interface is smooth, so an electron keeps its energy E and its wavevector k∥ along the interface.

With two spin states, the density of states in wavevector space is 2/(2π)³ = 1/(4π³) per unit volume. An electron moving towards the oxide with normal velocity v_x is transmitted with probability T, so

J = (e/4π³) ∫ d³k v_x T,

where the integral covers occupied states with v_x > 0. At fixed k∥, v_x = (1/ħ)∂E/∂k_x, hence v_x dk_x = dE/ħ and

J = (e/4π³ħ) ∫ dE ∫ d²k∥ T(E, k∥).

The emitter mass has disappeared from the integrand: a high velocity is compensated by a low density of states. It can return only through T or through the limits.

Measure energy from the band bottom of the gate, with x = 0 at the interface. The oxide band edge is E_F + φ_B − eFx. Below the barrier the normal wavevector is iκ, and energy conservation reads

E = E_F + φ_B − eFx − ħ²κ²/(2m_ox) + ħ²k∥²/(2m_ox).

Define

u = E_F − E, v = ħ²k∥²/(2m_ox), W = u + v.

Then

ħ²κ²/(2m_ox) = φ_B + W − eFx.

Energy below the Fermi level and motion along the interface therefore raise the barrier in the same way. The transverse energy v contains the oxide mass, because it is the energy that this k∥ costs inside the oxide.

The wave under the barrier obeys ψ″ = κ²ψ. Writing ψ = exp(−S) gives S′² − S″ = κ². If κ changes little over a decay length, |κ′| ≪ κ², the leading decaying solution has S′ = κ. Keeping this exponential and setting its prefactor to one is what is here called bare WKB:

T = exp(−2 ∫ κ dx).

If the oxide is thick enough, the integral ends where κ vanishes, at x = (φ_B + W)/(eF). Since

∫ √(φ_B + W − eFx) dx = 2(φ_B + W)^(3/2)/(3eF)

between x = 0 and that point, the transmission is

T(W) = exp[−4√(2m_ox) (φ_B + W)^(3/2)/(3ħeF)].

At W = 0 this is exp(−B/F), with

B = 4√(2m_ox) φ_B^(3/2)/(3ħe).

The 3/2 power has a direct reading: the barrier's length grows as φ_B and its decay constant as √φ_B. At the interface κ₀ = √(2m_oxφ_B)/ħ, and the tunnelling distance is x₀ = φ_B/(eF), so B/F = 4κ₀x₀/3. From κ = κ₀√(1 − x/x₀) one finds |κ′|/κ² = 1/(2κ₀x₀) = 2F/(3B) at x = 0. The approximation thus needs F ≪ B. It fails locally at the turning point whatever the field, a defect examined below with the Airy solution.

The triangle requires eFt > φ_B, with a margin for the values of W that matter. If eFt < φ_B, the electron reaches the far electrode while still under the barrier. The integral then stops at x = t, and the exponent at W = 0 becomes

(B/F) [1 − (1 − eFt/φ_B)^(3/2)].

For eFt ≪ φ_B the bracket tends to 3eFt/(2φ_B), and the exponent tends to 2κ₀t, which is independent of field. This is direct tunnelling through a nearly rectangular barrier, and the law derived next does not describe it.

For the triangle, the sum over states reduces to one integral. From v = ħ²k∥²/(2m_ox),

d²k∥ = 2πk∥ dk∥ = (2πm_ox/ħ²) dv.

At zero temperature u ≥ 0, and always v ≥ 0. Because T depends on u + v alone, and u can run from 0 to W at given W, the area element du dv contributes W dW:

J = (e/4π³ħ)(2πm_ox/ħ²) ∫∫ du dv T(u + v)
  = (e m_ox/2π²ħ³) ∫₀^∞ W T(W) dW.

The upper limit may be set to infinity if the emitter band is deep. A propagating state in the gate needs u + (m_ox/m_m)v < E_F, so both E_F and E_F m_m/m_ox must be large compared with the range of W that contributes.

To find that range, expand the power about W = 0:

(φ_B + W)^(3/2) ≈ φ_B^(3/2) + (3/2)φ_B^(1/2) W.

The transmission becomes exp(−B/F − W/d), where

1/d = (B/F) · 3/(2φ_B), d = 2φ_BF/(3B) = ħeF/[2√(2m_oxφ_B)].

In this linear expansion, the energy d is the depth below the Fermi level over which emission falls by a factor of e. The remaining integral is ∫₀^∞ W exp(−W/d) dW = d². Therefore

J = (e m_ox/2π²ħ³) d² exp(−B/F).

Inserting d² = ħ²e²F²/(8m_oxφ_B), the oxide mass cancels from the prefactor:

J = A F² exp(−B/F), A = e³/(16π²ħφ_B).

This is the Fowler-Nordheim law. With h = 2πħ, A can also be written e³/(8πhφ_B). One factor of F comes from the range of energies that emit, the other from the range of transverse motion, each of width d ∝ F. A plot of ln(J/F²) against 1/F is a straight line of slope −B, which fixes the combination √m_ox φ_B^(3/2) but not its two factors separately.

The question of the mass ratio can now be answered. Suppose that T is taken to depend only on the normal energy in the gate, E − ħ²k∥²/(2m_m). The barrier is then raised by ħ²k∥²/(2m_m) instead of v. Repeating the change of variable replaces 2πm_ox/ħ² by 2πm_m/ħ², and A acquires the factor m_m/m_ox. That assumption gives the electron the gate's transverse mass inside the oxide. With k∥ conserved and an isotropic oxide mass, the factor does not belong there. If the interface scatters k∥, or if the emitter is a semiconductor whose band minima lie at finite k∥, the sum over states must be done anew.

The error of the linear expansion can be bounded. Put s = W/φ_B. The function (1 + s)^(3/2) is convex, so it lies on or above its tangent 1 + 3s/2; its third derivative is negative, so it lies on or below 1 + 3s/2 + 3s²/8. The first inequality shows that the bare WKB integral, J_WKB, is smaller than J. For the second, use exp(−y) ≥ 1 − y:

T(W) ≥ exp(−B/F − W/d) [1 − 3BW²/(8Fφ_B²)].

With the weight W exp(−W/d), the mean of W² is ∫W³exp(−W/d)dW / d² = 6d⁴/d² = 6d². The mean correction is then

[3B/(8Fφ_B²)] · 6 · [4φ_B²F²/(9B²)] = F/B,

and for a deep emitter band

1 − F/B < J_WKB/J < 1.

For numbers, take round model parameters: φ_B = 3 eV, m_ox = 0.4 m_e, m_m = m_e, E_F = 5 eV and t = 8 nm. They give

A = 5.138×10⁻⁷ A/V², B = 22.45 V/nm = 224.5 MV/cm.

At F = 1 V/nm the law gives 9.15×10⁻³ A/cm². Summing the emission over the Fermi sphere, with the WKB integral evaluated numerically for every state, gives 8.78×10⁻³ A/cm². The ratio 0.959 lies between the lower bound 0.955 and one. The same sum tests the cancellation: changing the emitter mass leaves the current unchanged, while giving the oxide the gate's transverse mass multiplies it by 2.5 = 1/0.4. If the oxide were 2 nm thick at this field, the electron would leave it with 1 eV of barrier still above it, and the exponent would be 22.45[1 − (1/3)^(3/2)] = 18.13 instead of 22.45. The triangular formula would then exaggerate the exponential suppression by a factor exp(4.32), about 75.

Now let the gate be charged by the plasma. A conductor whose collecting area is R times the gate area receives a net electron current density J_p, so the gate receives J_in = RJ_p per unit of its own area. A gate made more negative repels plasma electrons, so J_p would in general fall as the gate charges. Suppose here, for simplicity, that J_p stays constant, that the substrate potential is fixed, and that the gate oxide provides both the capacitance and the only leakage path. The charge per area on the gate is εF in magnitude, with ε the oxide permittivity, and

ε dF/dt = J_in − J(F).

As J rises with F, the field grows while J < J_in and would fall if J exceeded J_in. The stable end point is J(F) = J_in. To solve for it, set y = B/(2F), so that J_in = AB² exp(−2y)/(4y²). Taking the positive square root and rearranging,

y exp(y) = (B/2)√(A/J_in).

The solution is y = W₀[(B/2)√(A/J_in)], where W₀ is the principal Lambert function, which inverts y exp(y) for positive y. The clamp field is F = B/(2y).

With R = 1000 and J_p = 0.1 mA/cm², J_in = 0.1 A/cm² = 1000 A/m². The argument of W₀ is

1.122×10¹⁰ V/m × √(5.138×10⁻⁷/1000) m/V = 2.54×10⁵,

which gives y = 10.13 and

F = 22.449/20.262 = 1.108 V/nm = 11.08 MV/cm.

Substitution confirms it: AF² = 6.31×10¹¹ A/m², times exp(−20.262) = 1.586×10⁻⁹, returns 1000 A/m². The oxide voltage is 1.108 × 8 = 8.86 V, well above the 3 V needed for a triangular barrier, and the tunnelling distance is 3/1.108 = 2.71 nm. The decay energy d is 0.099 eV, small compared with E_F, as the deep-band condition requires. A degenerate semiconductor gate need not meet it: with E_F = 0.1 eV and m_m = 0.2 m_e, the bare WKB sum at this field is only 0.16 of the closed formula.

For relative permittivity 4, the charging time εF/J_in is 39 μs. This counts the gate capacitance alone; the same antenna lying on 500 nm of oxide would lengthen it seventeenfold, to 0.67 ms, without changing the clamp field. An oxide treated as a perfect capacitor would pass the clamp field after that time and go on charging; the tunnelling current stops the rise. In a 10 s exposure nearly all the collected charge therefore passes through the oxide: 0.1 × 10 = 1 C/cm². This is a measure of electrical stress, and fields of 11 to 12 MV/cm are close to those at which silicon dioxide films break down. Whether the oxide survives it cannot be inferred from the tunnelling law, which contains no model of defect creation.

The stiffness of the clamp follows from the logarithm of the law, ln J = ln A + 2 ln F − B/F:

d ln J/d ln F = 2 + B/F.

Here this equals 22.3. Ten times the plasma current raises the field from 1.108 to 1.235 V/nm, or 11.5%. If the slope stayed at 22.3, the field would rise by the factor 10^(1/22.3), or by 10.9%; the actual rise is slightly larger because the slope itself falls as F increases. The injected charge, by contrast, rises tenfold for the same exposure. In this model a larger antenna therefore acts mainly through the charge driven through the oxide, and much less through its voltage. With reflection at the far electrode left out, the clamp field does not depend on t while the barrier stays triangular for the states that carry the current, so the clamp voltage is then proportional to thickness. At the field found here, the triangle is lost at the Fermi level for oxides thinner than about 2.7 nm. States with W > 0 lose it sooner: the bare WKB current exceeds the triangular value by 4% at 3 nm and by 68% at 2.7 nm, where the clamp field is already 4% lower.

The prefactor set to one in bare WKB can be found from the exact wave in a linear potential. Define

ℓ = [ħ²/(2m_oxeF)]^(1/3), z = (φ_B + W − eFx)/(eFℓ).

Since dz/dx = −1/ℓ, the wave equation becomes d²ψ/dz² = zψ, whose solution moving away from the gate is ψ = c[Bi(z) + iAi(z)]. In the gate the wave is exp(ik_xx) + r exp(−ik_xx). Continuity of ψ and of ψ′ divided by the mass, which conserves current, gives at z = z₀, the value at x = 0,

1 + r = c(Bi + iAi),
1 − r = icg(Bi′ + iAi′), g = m_m/(m_oxℓk_x).

Adding the two removes r:

2 = c[(Bi + iAi) + ig(Bi′ + iAi′)].

The Wronskian AiBi′ − Ai′Bi = 1/π makes the transmitted flux ħ|c|²/(πm_oxℓ). Dividing by the incident flux ħk_x/m_m gives T = g|c|²/π. For a thick barrier z₀ is large, Ai is negligible, and with ζ = (2/3)z₀^(3/2),

Bi ≈ exp(ζ)/(√π z₀^(1/4)), Bi′ ≈ z₀^(1/4) exp(ζ)/√π.

Hence

T ≈ 4g exp(−2ζ)/(z₀^(−1/2) + g²z₀^(1/2)) = P exp(−2ζ),

P = 4q/(1 + q²), q = g√z₀ = m_mκ₀/(m_oxk_x),

where κ₀ now denotes κ at x = 0 for the chosen W. The exponent 2ζ is the WKB exponent found before, so the failure at the turning point has not altered it. The prefactor compares the velocity scales on the two sides of the interface. It cannot exceed 2, because (1 − q)² ≥ 0. Through q the emitter mass returns to the current, so its cancellation is a result of bare WKB. It returns as part of this matching factor, however, and not as the multiplier m_m/m_ox rejected above.

For normal incidence at the Fermi level, q = √[m_mφ_B/(m_oxE_F)] = √1.5 = 1.225 and P = 1.96. The full Airy transmission there is 1.97 times the bare WKB value. Summed over all states at the clamp field, the Airy current is 1.95 times the bare WKB current and 1.86 times the closed formula, the linear expansion having overestimated the WKB integral by a few per cent. A current wrong by nearly a factor of two shifts the clamp field little: it falls from 1.108 to 1.078 V/nm, by 2.7%. The slope of the Fowler-Nordheim plot is less affected still. A straight-line fit to Airy currents between 0.8 and 1.2 V/nm returns B = 22.41 V/nm, against 22.45 from the formula. Against this error in the prefactor, the slope is thus a far safer source for the barrier than the absolute current. The same does not hold for heating, treated next, whose effect changes with field: at 300 K a fit to bare WKB currents over the same range gives B = 22.10 V/nm, which at known m_ox puts φ_B 1% low, more than the 0.3% error from matching the current at 1 V/nm.

Temperature enters through states above the Fermi level, for which u is negative. The integral over u, equal to d at zero temperature, becomes

∫ exp(−u/d)/[1 + exp(−u/k_BT_e)] du

over all u, where T_e is the electron temperature of the gate. With η = exp(−u/k_BT_e) and τ = k_BT_e/d this is

k_BT_e ∫₀^∞ η^(τ−1)/(1 + η) dη = πk_BT_e/sin(πτ), 0 < τ < 1.

Division by d gives the thermal factor πτ/sin(πτ). At 300 K and the clamp field, τ = 0.262 and the factor is 1.12; integration with the full WKB exponent gives 1.13. The factor diverges as τ approaches 1, but the current does not. Above the Fermi level the convex 3/2 power makes the transmission rise less steeply than the linear expansion assumes, so near this limit the integral must be done with the full exponent. Since d shrinks in proportion to F, τ grows when the field is lowered as well as when the gate is heated. In the 8 nm oxide at 300 K, however, the triangular barrier is lost first, at 0.375 V/nm, where τ is 0.77.

The omitted image force lowers the barrier and would raise the current at a given field. For the classical image potential the barrier top drops by √(e³F/(4πε)), which is 0.63 eV at the clamp field for relative permittivity 4. The clamp field then falls by about 6%, more than the Airy prefactor shifts it. The size depends on the permittivity used for the image: with an optical value of about 2.15, the drop is 0.86 eV and the clamp field falls by about 10%. Trapped charge makes the field non-uniform, so that V/t no longer gives the field that the electron tunnels through; at a given voltage, electrons trapped beyond the tunnelling distance reduce that field, and so raise the voltage needed for the same current. The oxide band was also taken as parabolic 3 eV into the gap. A two-band dispersion, ħ²κ²/(2m_ox) = U(1 − U/E_g) with U the local barrier height and E_g = 9 eV, lowers the exponent at the clamp field from 20.3 to 18.1 for the same m_ox and the clamp field to 0.98 V/nm, so a mass fitted with the parabolic law is an average over the barrier and not the band-edge mass. These effects change the barrier or its decay constant and so act through the exponent, where a small change has a large effect on J. The remaining values and the comparisons behind them are in the numerical output.

Calculated quantities

```
INPUTS
barrier phi_B = 3.0 eV
emitter Fermi energy = 5.0 eV
oxide mass / electron mass = 0.40
oxide thickness = 8.0 nm
relative permittivity = 4.0
antenna ratio = 1000
net plasma electron current = 0.10 mA/cm^2
exposure = 10 s; temperature = 300 K
COEFFICIENTS
A = 5.1381e-07 A/V^2
B = 22.449 V/nm = 224.49 MV/cm
AT 1 V/nm
formula current = 9.1517e-03 A/cm^2
full WKB current = 8.7778e-03 A/cm^2
full WKB / formula = 0.9591
lower bound 1 - F/B = 0.9555
factor from normal-energy-only assumption = 2.5000
triangular exponent B/F = 22.449
trapezoid exponent, 2.0 nm oxide = 18.128
PLASMA CHARGING
gate current density = 0.100 A/cm^2
clamp field = 1.1079 V/nm = 11.079 MV/cm
oxide voltage = 8.863 V
tunnelling distance = 2.708 nm
exponent B/F = 20.262
WKB transmission at Fermi level = 1.586e-09
decay energy d = 0.0987 eV
formula log slope 2 + B/F = 22.262
full WKB log slope = 22.219
power of F left in full WKB = 1.957
clamp field at ten times the current = 1.2350 V/nm
field rise for tenfold current = 11.47 %
charging time eps F/J = 39.24 microseconds
injected charge = 1.000 C/cm^2
CORRECTIONS AT THE CLAMP FIELD
full WKB / formula current = 0.9551
matching ratio q = 1.2247
asymptotic prefactor P = 1.9596
Airy / WKB transmission at Fermi level = 1.9718
Airy / full WKB current = 1.9523
Airy / formula current = 1.8647
clamp field, full WKB = 1.1102 V/nm
clamp field, Airy = 1.0776 V/nm
B from Airy plot, 0.8 to 1.2 V/nm = 22.408 V/nm
k_B T / d = 0.2619
thermal factor, formula = 1.1224
thermal factor, full WKB = 1.1280
```
